Why Carrier Freeze-Out Drops a Silicon Diode's Capacitance to Its Geometric Value

**Q:** I cool a reverse-biased p⁺n silicon diode and measure its capacitance at 1 MHz. Near 25 K it approaches that of two metal plates separated by the whole wafer. Has the depletion layer grown through the wafer?

**A:** It need not have. Take a one-dimensional diode of thickness L and area A, with a blocking junction at the front and an ohmic contact at the back. Both the p⁺ layer and the back contact are assumed degenerately doped, so that they stay metallic; a lighter p side would freeze out too and add its own impedance. The n-type bulk has N_D donors and N_A compensating acceptors per volume.

In the depletion layer there are almost no electrons to capture. Once a donor there has emitted its electron it stays ionized, even in the cold. If the bias has been held long enough for this emission, the space charge is q(N_D − N_A), where q is the positive elementary charge. By Gauss's law the field falls linearly from q(N_D − N_A)W/ε at the junction to zero at depth W. The triangle under the field gives the band bending ψ, in volts:

ψ = q(N_D − N_A)W²/(2ε)

W = √[2εψ/(q(N_D − N_A))]

This neglects the small thermal width of the edge. I use rough typical values: N_D = 10¹⁵ cm⁻³, N_A = 10¹³ cm⁻³, L = 300 µm, A = 1 cm², relative permittivity 11.5 and ψ = 6 V, which includes the built-in part. They give W = 2.775 µm. The depletion and full-thickness capacitances are

C_d = εA/W = 3669 pF

C_g = εA/L = 33.94 pF.

The static layer fills about 1% of the wafer. What changes on cooling is the ability of the other 99% to conduct.

**Q:** How well does that bulk conduct at 25 K?

**A:** Count the free electrons first. For one donor level with spin degeneracy two, equilibrium gives N⁰/N⁺ = 2 exp[(E_F − E_d)/kT], where N⁰ and N⁺ are the neutral and ionized donor densities. Non-degenerate electrons obey n = N_c exp[(E_F − E_c)/kT]. Multiplying n by N⁺/N⁰ removes the Fermi energy:

nN⁺/N⁰ = n₁ = (N_c/2) exp(−E_D/kT), with E_D = E_c − E_d.

Neutrality requires N⁺ = N_A + n, so N⁰ = N_D − N_A − n and

n(n + N_A) = n₁(N_D − N_A − n).

When n and n₁ are much smaller than N_A, this becomes n ≈ n₁(N_D − N_A)/N_A.

I take E_D = 45.5 meV and a density-of-states mass of 1.08 electron masses. At 25 K the latter gives N_c = 6.775×10¹⁷ cm⁻³, and then n₁ = 2.278×10⁸ cm⁻³. The approximation multiplies n₁ by 99; the full quadratic gives n = 2.25×10¹⁰ cm⁻³. With a rough mobility μ = 2×10⁴ cm²/Vs,

σ = qnμ = 7.21×10⁻⁵ S/cm.

Now put a small charge density ρ into the uniform bulk. Charge conservation with ohmic current, followed by Gauss's law, gives

∂ρ/∂t = −σ ∂E/∂x = −(σ/ε)ρ.

Diffusion is neglected here. The charge decays at the dielectric relaxation rate 1/τ = σ/ε = 7.08×10⁷ s⁻¹, corresponding to a frequency 1/(2πτ) = 11.27 MHz.

**Q:** My signal is at 1 MHz, well below 11 MHz. Should the bulk not still behave as a conductor?

**A:** It does conduct more current than it displaces, but that is not enough to keep the signal voltage out of it. Write signals as exp(iωt). The total current density J, conduction plus displacement, is the same at every depth, so

J = iωεE_dep = (σ + iωε)E_bulk

E_bulk/E_dep = iωτ/(1 + iωτ).

At low frequency the bulk field is smaller by about ωτ. It acts over nearly the whole wafer, however, while the depletion field acts over W. The two voltages become comparable when Lωτ ≈ W. The main fall of the capacitance is therefore centred near ω = W/(Lτ), far below 1/τ when W ≪ L.

**Q:** Can you derive the whole curve, including what a bridge reports as parallel capacitance?

**A:** Suppose first that the donors follow the signal instantly and the edge is thin. The two regions are in series:

Z = W/(iωεA) + (L − W)/[A(σ + iωε)].

Multiply by iωεA and divide the numerator and denominator of the second term by σ:

iωεAZ = W + (L − W)iωτ/(1 + iωτ) = (W + iωτL)/(1 + iωτ).

In the last step the two terms containing iωτW cancel. The bridge writes the admittance as Y = 1/Z = G + iωC. Hence

Y/(iω) = C − iG/ω = εA(1 + iωτ)/(W + iωτL).

Multiply above and below by W − iωτL. The real part is

C = εA(W + ω²τ²L)/(W² + ω²τ²L²).

Set u = ωτL/W and take W² out of the denominator:

C = (C_d + u²C_g)/(1 + u²) = C_g + (C_d − C_g)/(1 + u²).

The imaginary part of the same product is εAωτ(W − L)/(W² + ω²τ²L²), so

G/ω = (C_d − C_g)u/(1 + u²).

At u = 1, C is midway between its limits and G/ω has its maximum. For this diode that is at 11.27 MHz × 2.775/300 = 0.104 MHz.

The circuit gives the same time. The bulk resistance (L − W)/(σA) must charge the bulk capacitance and C_d together. Their sum is εA/(L − W) + εA/W = εAL/[W(L − W)], and multiplying by the resistance gives τL/W. The large depletion capacitance is what slows the response.

**Q:** Then what does the bulk relaxation rate itself mark?

**A:** In the two-layer limit it marks the practical end of the fall. Let r = L/W, here 108. At ωτ = 1 we have u = r, and

C/C_g = 1 + (r − 1)/(1 + r²) ≈ 1 + 1/r,

which is about 1% above the geometric value. To find where C = 2C_g, set (r − 1)/(1 + u²) = 1. Then u² = r − 2, and

ωτ = √(r − 2)/r ≈ 1/√r for r ≫ 1.

This gives about 1.07 MHz. In this limit, exceeding the bulk relaxation rate is sufficient for a nearly geometric reading when r is large, but the main fall happens earlier. The screening layer derived below must also be thin compared with L: at 20 K with a weak capture coefficient of 10⁻⁸ cm³/s, C is still 28% above C_g at ωτ = 1.

The separation depends on geometry. If the depletion layer fills half the diode, r = 2, the midpoint is at ωτ = 1/2, and C can fall only from 2C_g to C_g. If the diode is fully depleted, C_d = C_g and this step vanishes.

**Q:** Your formula assumes that donors follow a megahertz signal. Do they at 25 K?

**A:** No. Let c be the capture coefficient and e = cn₁ the emission rate, as detailed balance requires. With a rough c = 10⁻⁶ cm³/s, e is 228 s⁻¹. Without help from the field, 1/e is 4 ms at 25 K, about 1 s at 20 K and about 3 hours at 15 K, which sets how long the bias must be held. To include the lag, start from

dN⁺/dt = e(N_D − N⁺) − cnN⁺

and vary n by δn and N⁺ by δN⁺:

iωδN⁺ = −(e + cn)δN⁺ − cN⁺δn

δN⁺ = −cN⁺δn/(iω + e + cn).

The signal charge is therefore

δρ = q(δN⁺ − δn) = −qKδn, with K = 1 + cN⁺/(iω + e + cn).

Electrons added to the bulk are partly captured by ionized donors, so K > 1 at low frequency. At high frequency K tends to 1 and free electrons must screen alone.

Next include diffusion. The neutral bulk has no static field, so its small-signal current is

J = (σ + iωε)E + qD dδn/dx.

Gauss's law gives δn = −(ε/qK)dE/dx. Substitution yields

J = (σ + iωε)E − (εD/K)d²E/dx².

Measure x from a sharp depletion edge into the bulk. The solution that stays finite far from the edge is

E = J/(σ + iωε) + B exp(−κx)

κ² = K(σ + iωε)/(εD) = K(1 + iωτ)/λ².

Here λ² = Dτ. The Einstein relation D = μkT/q makes this λ² = εkT/(q²n), so λ = 7.80 µm.

No electron current crosses the edge, so the current there is all displacement: iωεE(0) = J. Hence

B = J[1/(iωε) − 1/(σ + iωε)] = Jσ/[iωε(σ + iωε)].

Integrating the decaying field adds a voltage B/κ, provided the bulk is much thicker than 1/Re κ. Add the depletion and bulk voltages and multiply by iωε/J. The result is a complex effective thickness S:

S = W + (L − W)iωτ/(1 + iωτ) + λ/[√K(1 + iωτ)^(3/2)]

C = Re(εA/S).

The root with positive real part is used. The first term is the depletion layer, the second is the imperfectly conducting bulk, and the third is the screening layer at the edge.

**Q:** What does this give for my 1 MHz measurement?

**A:** Here ω = 6.283×10⁶ s⁻¹ and ωτ = 0.0887. The capture term cN⁺ is 1.00×10⁷ s⁻¹, so K ≈ 1.01 − 1.60i. In micrometres, the three terms are

S ≈ 2.78 + (2.32 + 26.17i) + (5.26 + 2.05i) = 10.36 + 28.22i.

Since εA = C_gL,

C = 33.94 pF × 300 × 10.36/(10.36² + 28.22²) ≈ 117 pF.

Without the screening term the result is 73 pF. The extra layer raises C here because S is mainly imaginary. It doubles the real part, from 5.10 to 10.36 µm, while |S|² grows by only about 27%. At low frequency, where S is mainly real, the same layer lowers C.

**Q:** The depletion edge is not really sharp. How much does that matter?

**A:** I compared the formula with a numerical solution that has no imposed layers. The static profile came from the first integral of Poisson's equation. Gauss's law, electron continuity with drift and diffusion, and the donor rate equation were then linearized and solved together on about 2000 grid points. The displacement current at the junction gives C. At 25 K:

• 0.1 kHz: numerical 3635 pF, formula 3236 pF
• 10 kHz: 3004 pF, formula 2980 pF
• 100 kHz: 1279 pF, formula 1292 pF
• 1 MHz: 116 pF, formula 117 pF
• 11.27 MHz: 35.2 pF, formula 35.2 pF

The formula is 11% low at 0.1 kHz. At that frequency the bulk donors follow the signal, since ω is well below e + cn. The static charge, edge included, is already counted in W: the numerical static limit is 3672 pF, close to C_d. The sharp-edge formula nevertheless adds λ/√K ≈ 0.37 µm to W = 2.775 µm. At the higher frequencies listed, the two results agree within about 1%.

The numerical curve reaches 2C_g at 1.82 MHz, compared with 1.07 MHz for instantly responding donors. At 11.27 MHz it is about 4% above C_g.

**Q:** Since the donors lag, why not say that donor freeze-out itself causes the fall to C_g?

**A:** Separate the two effects by changing one parameter at a time. At 25 K and 1 MHz, raise the mobility a thousandfold and hold the electron density and donor rates fixed. The numerical capacitance becomes 1129 pF. The donors are as slow as before, but the bulk now conducts well enough to exclude the field. If instead the mobility is restored and the capture coefficient is raised a millionfold, with emission following detailed balance, the result is 74 pF. Fast donors do not prevent the large fall.

The formula shows why. With completely frozen donors and ωτ → 0, K = 1 and S = W + λ = 10.6 µm. This corresponds to 963 pF, still 28 times C_g; with the smooth edge the numerical value is 917 pF, or 27 times C_g. Donor lag widens the blocked layer by a screening length; loss of bulk conduction lets the field occupy the wafer.

There is no flat plateau at 963 pF in this example. Donors cease to take up extra electrons when ω greatly exceeds cN⁺ = 10⁷ s⁻¹, but by then the bulk term is already large. The two falls overlap. The distinction also weakens in a colder or thinner diode, where the frozen-donor width W + λ approaches L. The half-space calculation fails when 1/Re κ approaches L, which means λ ≈ L only if K ≈ 1. With c = 10⁻⁶ cm³/s at 18 K, λ is 514 µm but 1/Re κ stays near or below 16 µm for ωτ between 0.01 and 1, and the formula still matches the numerical result within 0.3% there.

**Q:** Could I identify the mechanism from an Arrhenius plot?

**A:** The activation energy alone would not do it. For n ≪ N_A,

σ/ε ≈ (qμ/ε)n₁(N_D − N_A)/N_A, while e = cn₁.

Both contain exp(−E_D/kT). Their prefactors differ, but μ and c may also vary with temperature. With μ and c fixed, the numerical midpoint frequency between 23 and 26 K has an apparent activation energy of about 48.6 meV for instant donors, 48 meV for this diode and 46 meV when donor lag controls it (c = 10⁻⁸ cm³/s).

Geometry is a better discriminator. In the two-layer limit the midpoint is at σW/(εL), so at fixed temperature and bias a wafer twice as thick has half the midpoint frequency. The screening term, through which donor lag acts, does not contain L. In this diode both terms act: the numerical midpoint is at 57 kHz rather than 104 kHz, and doubling L multiplies it by 0.61 rather than 0.5. The frozen-donor level lies below the midpoint capacitance, so donor lag alone can carry C through the midpoint. With c = 10⁻⁷ cm³/s the factor is 0.84, and with c = 10⁻⁸ cm³/s the midpoint hardly depends on L. The size of the shift shows how much each mechanism contributes. A shift with bias is less decisive. Quadrupling the band bending doubles W and therefore doubles the two-layer midpoint, but donor lag also produces a shift. For ω well between e + cn and cN⁺, K ≈ cN⁺/(iω), so the screening term grows only as √ω, and ω must rise fourfold for that term to double along with W. In a diode like this one, where both terms contribute, the midpoint therefore rises by a factor between two and four; the numerical model gives 2.4. The high-frequency limit is also informative: a value that scales as A/L shows that the field fills the wafer.

**Q:** What should I see if I keep 1 MHz and sweep the temperature?

**A:** With bias, mobility and capture coefficient held fixed, the numerical model gives 3670 pF at 50 K, 3379 pF at 35 K, 2504 pF at 30 K, 784 pF at 27 K, 116 pF at 25 K and 34.0 pF at 20 K. Most of the fall occupies a few kelvin because n varies exponentially. Solving the neutrality equation shows that warming from 25 K by 0.79 K doubles n.

**Q:** How closely should a real diode match these numbers?

**A:** The doping and wafer thickness are ordinary for silicon, but the mobility, compensation and capture coefficient are rough and sample-dependent. Compensation matters strongly: doubling N_A to 2×10¹³ cm⁻³ lowers the 1 MHz value at 25 K from 116 to 56 pF, mainly because it halves n. That change alone gives 62 pF, and the doubled capture term cN⁺ supplies the rest. A factor of two in mobility changes σ as much as the 0.79 K warming does. The mobility used here is on the low side: textbook estimates of acoustic-phonon, neutral-impurity and ionized-impurity scattering give roughly 8×10⁴ cm²/Vs for this doping at 25 K. That would raise the 1 MHz value to about 530 pF and move the 116 pF point down to about 23.4 K.

A real diode also has fringe field. For two equal disks of radius R in a uniform medium, the leading edge correction for L ≪ R is

ΔC/C_g = (L/πR)[ln(16πR/L) − 1].

With πR² = 1 cm² this is about 10%. It indicates the size for an unguarded diode, whose actual electrodes differ; a guard ring reduces it.

The peak field, 2ψ/W = 0.043 MV/cm, is well below silicon's rough breakdown scale of 0.3 MV/cm. Fields do help donors emit. The Coulomb-barrier estimate √(qF/πε), taken at the field F where half the donors are ionized, lowers the barrier by 5.7 meV. That could raise emission there about 14 times, to roughly 3×10³ s⁻¹. This would alter the low-frequency donor response. It remains far below ω at 1 MHz, but there K is set by cN⁺, so any field dependence of capture also matters. If capture were raised locally by the same factor as emission, C would move from 3004 to about 3470 pF at 10 kHz and from 116 to about 100 pF at 1 MHz. At the peak field the same estimate gives 46.5 meV, slightly more than E_D, so donors near the junction lose their barrier altogether.

Excited donor states, taken as five states a rough 12 meV above the ground state, hold about 2% of the ground-state population. Small changes in such inputs matter: including these states, with a mass of 1.06 and E_D = 45.59 meV, lowers the 1 MHz value at 25 K from 116 to 106 pF. Degeneracy is negligible, since n/N_c is 3×10⁻⁸. Silicon's anisotropic electron mass leaves the low-field mobility isotropic when its valleys are equally populated.

Two conditions need checking on the sample. The linear theory of the fall needs |δn| ≪ n at the edge. From δn = −(ε/qK)dE/dx, |δn/n| equals |1 + iωτ| times the signal voltage across the screening layer divided by kT/q = 2.15 mV. At 1 MHz and 25 K this is about 0.08 per millivolt applied. In the static limit, where all donors follow, the restriction lifts: a 0.3 V signal changes C by less than 0.1%. Hopping between donors must also conduct much less than 7×10⁻⁵ S/cm at 25 K. At 10¹⁵ cm⁻³ the standard overlap estimate for dc hopping, exp[−1.73/(N_D^(1/3)a)] with a rough a = 2 nm, is about e⁻⁸⁷, so this is a concern mainly at much higher doping. Where hopping does conduct, it is a second path through the bulk that this model omits.
